# Decay of the depolarizing field beside an insulating dead layer

Suppose that a ferroelectric film has just been polarized, its electrodes are joined by a wire, and we ask how long the depolarizing field will act on it. If the film conducts, a tempting answer is the dielectric relaxation time of the film material, its permittivity divided by its conductivity. For the film treated below this gives 0.27 s. When a thin non-ferroelectric layer separates the film from one electrode, the same model gives 4.7 s. The first estimate is too short by a factor of nearly 18, and during the time it leaves out the polarization is still exposed to a field that tends to reverse it. The error comes from treating the film as if it relaxed alone, although the wire couples it to the layer.

Let the film have thickness $d_f$, permittivity $\epsilon_f$ and conductivity $\sigma_f$. The dead layer has thickness $d_d$ and permittivity $\epsilon_d$, and does not conduct. All fields are perpendicular to the layers and counted positive from the film towards the dead layer. The remanent polarization $P$ has the same sign convention and is held fixed. The additional polarization induced by a field is taken as linear and is contained in $\epsilon_f$, so that

$$D_f=\epsilon_f E_f+P,\qquad D_d=\epsilon_d E_d .$$

The algebra uses atomic units, in which a relative permittivity $\kappa$ corresponds to $\epsilon=\kappa/4\pi$. With $\epsilon=\kappa\epsilon_0$ the same equations hold in SI units. I keep the elementary charge $e$ visible, although its value is 1 in atomic units, so that formulas with carrier densities can also be read in either system.

Two electrostatic conditions fix the fields. The changes are slow enough for the electric field to have a potential, and the wire makes the total voltage zero. Contact potentials are left out for the moment. Hence

$$E_f d_f+E_d d_d=0,\qquad E_d=-\frac{d_f}{d_d}E_f. \tag{1}$$

The fields in the two layers point in opposite directions. The second condition is Gauss's law at the inner interface, where a free charge $q$ per area may sit. The displacement on the dead-layer side minus that on the film side equals this charge:

$$\epsilon_dE_d-\epsilon_fE_f-P=q. \tag{2}$$

Inserting (1) gives

$$-\left(\epsilon_f+\epsilon_d\frac{d_f}{d_d}\right)E_f=P+q .$$

With the abbreviation

$$\epsilon_{\rm eff}=\epsilon_f+\epsilon_d\frac{d_f}{d_d},$$

the film field is therefore

$$E_f=-\frac{P+q}{\epsilon_{\rm eff}}. \tag{3}$$

Without free charge, $E_f$ is opposite to $P$, which is why it is called a depolarizing field. It vanishes when $q=-P$, that is, when free charge cancels the bound charge at the end of the film.

Conduction supplies this free charge. A positive current in the film carries positive charge to the interface, and nothing leaves through the insulating dead layer. If conduction is ohmic and the outer contact replaces the carriers that move inward, charge conservation reads

$$\frac{dq}{dt}=\sigma_fE_f. \tag{4}$$

For $P>0$ the field is negative, so $q$ becomes negative, as screening requires. Now differentiate (3) with $P$ constant and use (4):

$$\frac{dE_f}{dt}=-\frac{1}{\epsilon_{\rm eff}}\frac{dq}{dt}=-\frac{\sigma_f}{\epsilon_{\rm eff}}E_f .$$

The coefficient is constant, so the solution is

$$E_f(t)=-\frac{P+q_0}{\epsilon_{\rm eff}}\,e^{-t/\tau},\qquad \tau=\frac{\epsilon_f+\epsilon_d d_f/d_d}{\sigma_f}, \tag{5}$$

where $q_0$ is the interface charge at $t=0$. By (1), the dead-layer field decays with the same time constant.

The extra term in $\tau$ has a simple circuit meaning. The outer faces of both layers are at the same potential because of the wire. Seen from the interface, the layers are thus two capacitors in parallel, with capacitances per area $C_f=\epsilon_f/d_f$ and $C_d=\epsilon_d/d_d$. Only the film offers a conducting path, with conductance per area $G_f=\sigma_f/d_f$. The relaxation time is

$$\frac{C_f+C_d}{G_f}=\frac{d_f}{\sigma_f}\left(\frac{\epsilon_f}{d_f}+\frac{\epsilon_d}{d_d}\right)=\tau .$$

The same result can be read as a delivery time. For $q_0=0$ the initial current density has magnitude $\sigma_fP/\epsilon_{\rm eff}=P/\tau$, while the charge to be delivered is $P$. Making the dead layer thinner at fixed $d_f$ weakens the field that drives the current but leaves the required charge unchanged, so screening takes longer. For $\epsilon_dd_f/d_d\gg\epsilon_f$,

$$E_f(0)\simeq-\frac{P\,d_d}{\epsilon_d d_f},\qquad \tau\simeq\frac{\epsilon_d d_f}{\sigma_f d_d}.$$

In this charge-sheet model, a very thin dead layer thus leaves a weak but long-lived field. The growth of $\tau$ as $1/d_d$ can be trusted only while the potential across the real screening layer, treated below, is small compared with the initial dead-layer voltage. In the opposite limit, $\epsilon_dd_f/d_d\ll\epsilon_f$, the film sees nearly the full field $-P/\epsilon_f$ and relaxes in the material time $\epsilon_f/\sigma_f$, provided that $P$ really stays fixed. For a ferroelectric described by the double-well model below it would not, because this field is about five times the one at which the well loses its stability.

A constant voltage $V$ between the electrodes, applied or built in, changes (1) to $E_fd_f+E_dd_d=V$. Then (2) gives

$$E_f=\frac{\epsilon_dV/d_d-P-q}{\epsilon_{\rm eff}} .$$

Since $V$ is constant, differentiation removes it and $\tau$ is unchanged. The film field still decays to zero, but the dead layer finally carries the whole voltage $V$. If instead $P$ changes in time, differentiating (3) leaves an additional term,

$$\epsilon_{\rm eff}\frac{dE_f}{dt}=-\sigma_fE_f-\frac{dP}{dt},$$

and the decay is in general no longer a single exponential. This is where the assumption of fixed polarization enters.

The energy balance provides an independent check on the factor $\epsilon_{\rm eff}$. The initial field energy per area is

$$\tfrac12\epsilon_fE_f^2d_f+\tfrac12\epsilon_dE_d^2d_d
=\tfrac12E_f^2d_f\left(\epsilon_f+\epsilon_d\frac{d_f}{d_d}\right)
=\tfrac12\epsilon_{\rm eff}E_f(0)^2d_f,$$

where (1) was used for $E_d$. The heat produced in the film is

$$\int_0^\infty\sigma_fE_f^2d_f\,dt=\sigma_fE_f(0)^2d_f\,\frac{\tau}{2}=\tfrac12\epsilon_{\rm eff}E_f(0)^2d_f .$$

All the field energy becomes heat, as it must when the wire has no resistance and $P$ does not change.

The current in the wire equals the displacement current in the dead layer, $\epsilon_d\,dE_d/dt$. Its time integral for $q_0=0$ is

$$-\epsilon_dE_d(0)=-P\,\frac{\epsilon_dd_f/d_d}{\epsilon_{\rm eff}} .$$

This is smaller in magnitude than the charge $P$ conducted through the film, because the collapse of the film field produces a displacement current in the opposite direction. Within the model, the wire current also decays as $e^{-t/\tau}$.

For numbers, take rough values in the regime of a barium titanate film capacitor at 300 K: $d_f=500$ nm, $d_d=10$ nm, $P=10\ \mu{\rm C/cm^2}$, relative permittivities 300 and 100, and $\sigma_f=10^{-10}$ S/cm. The thickness ratio is 50, so the effective relative permittivity is

$$300+100\times50=5300 .$$

The dead layer contributes 5000 of this because it is so thin, one fiftieth of the film thickness, and therefore has a large capacitance per area. With a film-only relaxation time of 0.2656 s,

$$\tau=0.2656\ {\rm s}\times\frac{5300}{300}=4.69\ {\rm s},$$

or $1.94\times10^{17}$ atomic units of time. The effective permittivity in practical units is $\sigma_f\tau=4.69\times10^{-10}$ F/cm, and hence

$$E_f(0)=-\frac{10^{-5}\ {\rm C/cm^2}}{4.69\times10^{-10}\ {\rm F/cm}}=-0.0213\ {\rm MV/cm},$$

which is $-2.13\times10^{-4}$ V/Å. The dead-layer field is 50 times larger and of opposite sign, 1.07 MV/cm, corresponding to 1.07 V across 10 nm. After $3\tau$, about 14 s, the film field is down to $-0.0011$ MV/cm. The charge through the wire is $10\times5000/5300=9.43\ \mu{\rm C/cm^2}$, and the heat is $5.33\ \mu{\rm J/cm^2}$.

The initial charge matters if the film was screened before its polarization was reversed. Let the new polarization be $P$. The old one was $-P$, and its complete screening charge was $+P$. If the reversal and the return to short circuit are so fast that the charge conducted meanwhile is small compared with $P$, the screening charge remains. This requires a time much shorter than $\tau$, and a still shorter one if the reversing voltage produces a film field well above the depolarizing field. Then $q_0=P$ and

$$E_f(0)=-\frac{2P}{\epsilon_{\rm eff}} .$$

The old screening charge now has the wrong sign and doubles the field. In the example this means about 0.043 MV/cm in the film and 2.1 MV/cm in the dead layer. The time constant stays the same as long as the dead layer remains insulating at the higher field, which the leakage estimate below shows is not assured.

Equation (5) also treats the screening charge as a sheet of zero thickness. Real carriers diffuse, and they form a layer of finite width. Consider $P>0$ and negative mobile carriers of density $n_0$ in a fixed, neutralizing background. They accumulate at the interface, which lies at a potential $\phi>0$ relative to the interior of the film. If the layer is thin compared with $d_f$, the voltage condition and Gauss's law across the layer become

$$E_bd_f-\phi+E_dd_d=0,\qquad \epsilon_dE_d-\epsilon_fE_b-P=q,$$

where $E_b$ is the field in the interior. Eliminating $E_d=(\phi-E_bd_f)/d_d$ gives

$$E_b=-\frac{P+q-C_d\phi}{\epsilon_{\rm eff}} . \tag{6}$$

The layer potential opposes further accumulation. To see what it does to the rate, let $\phi$ follow the accumulated charge $|q|=-q$. With $d|q|/dt=-\sigma_fE_b$, differentiation of (6) yields

$$\frac{dE_b}{dt}=\frac{1}{\epsilon_{\rm eff}}\left(1+C_d\frac{d\phi}{d|q|}\right)\frac{d|q|}{dt}
=-\frac{1}{\tau}\left(1+C_d\frac{d\phi}{d|q|}\right)E_b .$$

Since $\phi$ grows with $|q|$, the interior field decays faster than (5) predicts.

The layer potential at equilibrium follows from Poisson's equation. Let $\psi$ be the potential relative to the interior and $V_T=k_BT/e$. The carrier density is $n_0e^{\psi/V_T}$ for Boltzmann statistics, so

$$\epsilon_f\psi''=en_0\left(e^{\psi/V_T}-1\right).$$

Multiply by $\psi'$ and integrate from the interior, where $\psi=\psi'=0$:

$$\tfrac12\epsilon_f\psi'^2=en_0V_T\left(e^{\psi/V_T}-1-\frac{\psi}{V_T}\right).$$

The accumulated charge is $|q|=\epsilon_f\psi'$ at the interface. At the end $E_b=0$, and (6) requires $|q|=P-C_d\phi$. Therefore

$$\sqrt{2\epsilon_fen_0V_T\left(e^{\phi/V_T}-1-\frac{\phi}{V_T}\right)}=P-\frac{\epsilon_d}{d_d}\phi . \tag{7}$$

Take $n_0=10^{19}\ {\rm cm^{-3}}$. With the conductivity used here this means a mobility of only about $6\times10^{-11}\ {\rm cm^2/(V\,s)}$, so the carriers have to be read as very slow hopping charges, not band electrons. Boltzmann statistics also requires far more hopping sites than carriers, because the solution below has a density of about $40\,n_0$ at the interface. For linear permittivity and fixed $P$ the solution is $\phi=0.097$ V. The interior field vanishes, but the dead layer keeps 9% of its initial voltage. By the short-circuit condition, the field averaged over the whole film thickness also keeps 9% of its initial magnitude; it is concentrated next to the interface. Ionic defects could be equally slow, but a metal contact does not normally resupply them, as (4) requires. If the contact blocks them, a depleted layer forms at the outer end of the film, and in the same linear model the dead layer keeps about 45% of its initial voltage.

These values show the effect of a finite layer, but they are not a quantitative prediction for a real ferroelectric. Half of the accumulated charge lies within less than 2 nm of the interface, only a few lattice spacings, so a continuum description is rough there. At the interface the linear model gives a film field of 0.34 MV/cm against the polarization, strong enough to suppress or reverse it locally. If the linear relation is replaced by the local double-well relation introduced below, without gradient energy, $\phi$ falls to about 0.07 V and the dead layer keeps about 7% of its initial voltage.

A space-resolved drift-diffusion calculation, which assumes neither a charge sheet nor an exponential but keeps the linear permittivity and fixed $P$, tests the transport part of this picture. At 300 K the field in the middle of the film falls to $1/e$ of its initial value in $0.906\tau$. With the thermal voltage reduced to one quarter and one sixteenth, at fixed conductivity, the time becomes $0.968\tau$ and $0.990\tau$. The approach to $\tau$ supports (5) as the limit of a thin screening layer. The final dead-layer voltage is 0.097 V, in agreement with (7). Doubling the number of mesh cells from 80 to 160 changes the 300 K decay time by less than $10^{-4}\tau$.

The sign of the polarization matters here. If $P$ is reversed, the interface needs positive charge, which negative carriers can provide only by leaving. Complete screening would deplete a thickness

$$\frac{|P|}{en_0}=\frac{10^{-5}\ {\rm C/cm^2}}{1.6\ {\rm C/cm^3}}\approx62\ {\rm nm},$$

about one eighth of the film. The potential across such a wide layer is no longer small compared with the initial dead-layer voltage, so screening stays incomplete. In the linear model the interior field still vanishes, but only about 60% of $|P|$ is supplied as charge, the dead layer keeps about 42% of its initial voltage, and the $1/e$ time drops to about $0.64\tau$. The sheet approximation is then poor unless carriers of the other sign or interface states supply the charge.

The dead layer may also leak. With a conductivity $\sigma_d$, (4) becomes

$$\frac{dq}{dt}=\sigma_fE_f-\sigma_dE_d=\left(\sigma_f+\sigma_d\frac{d_f}{d_d}\right)E_f,$$

so that

$$\tau'=\frac{\epsilon_{\rm eff}}{\sigma_f+\sigma_dd_f/d_d}.$$

Leakage shortens the decay, because both currents bring screening charge of the required sign. The relative increase of the rate, $\sigma_dd_f/(\sigma_fd_d)$, is the ratio of the current magnitudes in the two layers. In the example, $\sigma_d=0.02\,\sigma_f$ would already double the rate. Direct numerical integration of the charge balance for this case agrees with $\tau'$. An estimate of thermionic emission and tunnelling at $t=0$, with a 1.2 eV barrier and image-force lowering, gives a current ratio of only $1.3\times10^{-4}$. It uses the free-electron mass, does not include conduction through defects in the dead layer, and depends strongly on its inputs. A barrier of 1.0 eV raises the ratio to about 0.3, and an effective mass of 0.3 times the free mass raises it to about $10^{-3}$. At the doubled field after a reversal the initial ratio is about 0.035 for the free mass and about 12 for half of it, so there leakage may dominate the early decay.

Fixed polarization can be examined with a uniform double-well model. Let $u$ be the total ferroelectric polarization, including its response to the field, divided by $P$, and let

$$E=E_w(u^3-u),\qquad E_w=\frac{P}{2(\epsilon_f-\epsilon_0)},$$

with $\epsilon_0=1/4\pi$ in atomic units. The slope at $u=1$ is $dE/du=2E_w$, which reproduces the linear permittivity $\epsilon_f$. The well loses its stability where $3u^2-1=0$, at a field of magnitude $2E_w/(3\sqrt3)=0.073$ MV/cm. The initial field in this model is 0.0212 MV/cm, well below that limit, and the $1/e$ time is $1.007\tau$. Nonlinearity within the well is thus a small correction for a uniform film with a charge sheet. It is not small inside the accumulation layer discussed above. There the linear model asks for 0.34 MV/cm, far above this limit; with the local double-well relation the field instead peaks at 0.073 MV/cm, and the polarization passes the stability limit and falls to about 6% of $P$ at the interface. The model does not describe domain nucleation, which can reverse a real film at a lower field.

The polarization chosen here is well below that of bulk barium titanate crystals, which is roughly $25\ \mu{\rm C/cm^2}$. With the other parameters fixed, that value would raise the dead-layer field to about 2.7 MV/cm, close to the rough breakdown field of 3 MV/cm assumed here; at that field the leakage estimate above already gives about twice the initial film current, so the dead layer could not be treated as insulating. The example itself reaches 36% of it. A film a thousand times less conducting would have $\tau\approx4700$ s instead of 4.7 s. The conductivity also depends on temperature. For an assumed activation energy of 0.6 eV, warming from 300 to 330 K at fixed permittivities and polarization reduces $\tau$ to 0.57 s.

The conductivity may also depend on the field. For carriers that hop a distance $a$, the difference between forward and backward rates gives the factor $\sinh x/x$ with $x=ea|E_f|/(2k_BT)$. Even if $a$ were as large as the mean carrier spacing, $n_0^{-1/3}=4.6$ nm, this factor would be only 1.006 initially. The denser sites assumed in (7) allow shorter hops and bring it still closer to 1. Sparse charged traps behave differently: with an assumed electronic relative permittivity of 5, the Poole-Frenkel lowering of their barriers would multiply the initial conductivity, and the initial decay rate with it, by 6.8 in the one-dimensional formula for escape along the field, or by about 2.5 when escape directions are averaged. That formula places the top of the barrier 11.6 nm from the trap, beyond the neighbouring sites at the density chosen here, so the isolated-trap picture does not suit this example. In a film with much sparser traps it could apply, and the decay would then start fast and slow down as the field falls. The main values used here are collected in the numerical output below.

## Computed values

```
Film thickness: 500 nm
Dead-layer thickness: 10 nm
Film relative permittivity: 300
Dead-layer relative permittivity: 100
Polarization: 10 uC/cm2
Film conductivity: 1e-10 S/cm
Temperature: 300 K
Effective relative permittivity: 5300
Initial film field: -0.02131 MV/cm
Initial film field, converted: -0.0002131 V/angstrom
Initial dead-layer field: 1.065 MV/cm
Initial dead-layer voltage: 1.065 V
Film-only relaxation time: 0.2656 s
Decay time tau: 4.693 s
Decay time tau, converted: 1.94e+17 atomic units
Film field at 3 tau: -0.001061 MV/cm
Total wire charge: 9.434 uC/cm2
Joule heat per area: 5.327 uJ/cm2
Mobile carrier density: 1e+19 cm^-3
Transport 1/e time at 300 K / tau: 0.9064
Same at V_T/4: 0.9679
Same at V_T/16: 0.9899
Mesh shift 80 to 160 cells / tau: 7.3e-05
Final dead-layer voltage, transport: 0.09711 V
Final dead-layer voltage, formula: 0.09707 V
Mesh shift of final voltage: -0.00011 V
Final / initial dead-layer voltage: 0.0911
Double-well initial film field: -0.02119 MV/cm
Double-well switching field: 0.07269 MV/cm
Double-well 1/e time / tau: 1.007
Assumed dead-layer barrier: 1.2 eV
Assumed electronic permittivity: 5
Initial film current: 2.131e-06 A/cm2
Initial dead-layer leakage: 2.8e-10 A/cm2
Leakage / film current: 0.00013
Assumed breakdown field: 3 MV/cm
Dead-layer field / breakdown field: 0.3552
Mean carrier spacing: 4.642 nm
Hopping conductivity factor: 1.006
Coulomb-trap saddle distance: 11.63 nm
Sparse-trap Poole-Frenkel factor: 6.797
Assumed activation energy: 0.6 eV
Higher temperature of use: 330 K
Decay time at higher temperature: 0.569 s
```
